# Sah-Shockley Recombination Through Three Charge States and Its Capture Bottlenecks, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the rate equations to the recombination rate

**Q:** A defect that can be positive, neutral or negative offers two ways for an electron and a hole to recombine. For a defect with two charge states there is the Shockley-Read-Hall rate. Why not write that rate down twice, once for each level, and add?

**A:** Because both routes use the same defect. While it is negative it cannot take part in the route that alternates between positive and neutral. To see what this does to the rate, we have to find how the defects divide among the three charge states.

Let $N$ be the defect density and $f_+$, $f_0$, $f_-$ the fractions of defects in the three states, with
$$f_++f_0+f_-=1 .$$
The conduction band holds $n$ electrons per unit volume and the valence band $p$ holes. Both densities are held fixed, for instance by steady illumination that generates carriers across the gap. A capture coefficient $C$, in cm$^3$/s, multiplied by a carrier density gives a capture rate per defect, in s$^{-1}$. There are four captures:

- $+$ captures an electron and becomes $0$, at the rate $a_+=C_n^+n$.
- $0$ captures a hole and becomes $+$, at the rate $a_0=C_p^0p$.
- $0$ captures an electron and becomes $-$, at the rate $b_0=C_n^0n$.
- $-$ captures a hole and becomes $0$, at the rate $b_-=C_p^-p$.

The subscript on $C$ names the carrier and the superscript the charge state before capture. The letter $a$ belongs to the cycle between $+$ and $0$, the letter $b$ to the cycle between $0$ and $-$. One turn of either cycle removes one electron and one hole.

**Q:** Carriers can also leave the defect. Where is that?

**A:** Each capture has a reverse process, so there are eight processes in all. The neutral defect can emit an electron to the conduction band and become positive, at a rate $e_n^0$. The positive defect can take an electron from the valence band, which is the emission of a hole, and become neutral, at a rate $e_p^+$. In the other cycle, the negative defect emits an electron at a rate $e_n^-$, and the neutral defect emits a hole and becomes negative at a rate $e_p^0$. Adding gains and losses gives
$$\frac{df_+}{dt}=-(a_++e_p^+)f_++(a_0+e_n^0)f_0,$$
$$\frac{df_-}{dt}=(b_0+e_p^0)f_0-(b_-+e_n^-)f_- ,$$
$$\frac{df_0}{dt}=-\frac{df_+}{dt}-\frac{df_-}{dt}.$$
The last line follows from the fixed sum of the fractions.

**Q:** That already contains choices. A defect could go from $+$ to $-$ in one jump, or pass an electron to a neighbour.

**A:** Those processes are excluded here. The charge changes by one carrier at a time, defects exchange carriers only with the bands, and there is no Auger process, in which a further carrier takes up the energy and the rate acquires a further factor of density. I also assume that each charge state reaches internal thermal equilibrium before its next transition. A long-lived excited or distorted configuration would need its own fraction and its own rates.

The carriers are nondegenerate and thermalized within their bands at the lattice temperature. Capture rates are then linear in $n$ and $p$ with coefficients that do not depend on these densities, and an emitted carrier finds the band states almost empty.

**Q:** In a steady state the three derivatives vanish. Could charge still circulate among the three states, with a current $+\to0\to-\to+$?

**A:** Not in this model, because the link from $-$ to $+$ is missing. The states form a chain, and $+$ is connected to $0$ alone. If $f_+$ is constant, the traffic on that connection must balance by itself. The same holds for $-$. Setting the first two derivatives to zero gives
$$(a_++e_p^+)f_+=(a_0+e_n^0)f_0,$$
$$(b_0+e_p^0)f_0=(b_-+e_n^-)f_- .$$
This is a balance of charge-state changes. It does not say that electron capture balances electron emission, and the difference between those two is the recombination we want.

**Q:** You now have four emission rates besides the four capture coefficients. Are they four more unknowns?

**A:** No. Thermal equilibrium fixes them. In equilibrium each microscopic process is balanced by its own reverse. Electron capture from the conduction band must balance electron emission to the conduction band, separately from the exchange with the valence band. This is detailed balance.

We need the equilibrium populations. Let $E_1$ be the energy needed to add an electron to the positive defect, and $E_2$ the energy needed to add one to the neutral defect. On the energy scale of the bands these are the charge transition levels $(+/0)$ and $(0/-)$. Let $g_+$, $g_0$, $g_-$ be the degeneracies, $E_F$ the Fermi level and $T$ the temperature. A state with one electron more has its grand-canonical weight multiplied by $\exp[-(E-E_F)/kT]$, where $E$ is the energy of adding that electron. Therefore, in equilibrium,
$$\frac{f_+}{f_0}=\frac{g_+}{g_0}e^{(E_1-E_F)/kT},\qquad
\frac{f_0}{f_-}=\frac{g_0}{g_-}e^{(E_2-E_F)/kT}.$$
With band edges $E_c$, $E_v$ and effective densities of states $N_c$, $N_v$, the equilibrium carrier densities are
$$n_{eq}=N_ce^{-(E_c-E_F)/kT},\qquad p_{eq}=N_ve^{-(E_F-E_v)/kT}.$$

**Q:** Show me one emission rate in full. The Fermi level had better disappear, since the defect cannot know it.

**A:** Take electron exchange between $+$ and $0$. Balance requires $C_n^+n_{eq}f_+=e_n^0f_0$, so
$$e_n^0=C_n^+n_{eq}\frac{f_+}{f_0}
=C_n^+N_c\frac{g_+}{g_0}e^{[-(E_c-E_F)+(E_1-E_F)]/kT}.$$
The exponent contains $+E_F$ from the carriers and $-E_F$ from the defect. They cancel, leaving
$$e_n^0=C_n^+n_1,\qquad n_1=N_c\frac{g_+}{g_0}e^{-(E_c-E_1)/kT}.$$
For holes on the same link, $C_p^0p_{eq}f_0=e_p^+f_+$. Here the inverse population ratio enters:
$$e_p^+=C_p^0N_v\frac{g_0}{g_+}e^{[-(E_F-E_v)-(E_1-E_F)]/kT}=C_p^0p_1,$$
$$p_1=N_v\frac{g_0}{g_+}e^{-(E_1-E_v)/kT}.$$
The second link works in the same way. Electron balance, $C_n^0n_{eq}f_0=e_n^-f_-$, and hole balance, $C_p^-p_{eq}f_-=e_p^0f_0$, give
$$e_n^-=C_n^0n_2,\qquad n_2=N_c\frac{g_0}{g_-}e^{-(E_c-E_2)/kT},$$
$$e_p^0=C_p^-p_2,\qquad p_2=N_v\frac{g_-}{g_0}e^{-(E_2-E_v)/kT}.$$
Each emission rate carries the coefficient of the capture that it reverses. In the products $n_1p_1$ and $n_2p_2$ the degeneracies and the defect levels cancel:
$$n_1p_1=n_2p_2=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2 ,$$
where $n_i$ is the intrinsic carrier density.

**Q:** But recombination happens away from equilibrium. By what right do you use equilibrium emission rates there?

**A:** By the assumptions already made. Emission depends on the defect in a given charge state, on the lattice and on the empty final states in the band. If the defect is internally thermalized at the lattice temperature and the band is nearly empty, none of these changes when $n$ and $p$ change. The number of defects able to emit does change, and the factors $f$ carry that.

The argument would fail if external light ionized the defect directly. Optical emission rates would then be added to the thermal ones and would not obey these relations. The illumination that maintains $n$ and $p$ is taken to act across the gap alone.

**Q:** Then the populations should now follow.

**A:** Insert the emission rates into the two link balances and divide by $f_0$. It is convenient to name the denominators
$$D_1=C_n^+n+C_p^0p_1,\qquad D_2=C_p^-p+C_n^0n_2 .$$
$D_1$ is the total rate of leaving $+$, and $D_2$ the total rate of leaving $-$. The balances become
$$r_+\equiv\frac{f_+}{f_0}=\frac{C_p^0p+C_n^+n_1}{D_1},\qquad
r_-\equiv\frac{f_-}{f_0}=\frac{C_n^0n+C_p^-p_2}{D_2}.$$
Each ratio is the rate of entering a charged state from $0$ divided by the rate of leaving it. Since the fractions add to one, $f_0(1+r_++r_-)=1$, and
$$f_0=\frac{1}{1+r_++r_-},\qquad f_+=r_+f_0,\qquad f_-=r_-f_0 .$$

**Q:** Which rate counts as recombination? You could count electrons or holes, and captures or captures minus emissions.

**A:** The net loss of electrons from the conduction band counts, which is captures minus emissions. Per defect, the two links contribute
$$u_1=C_n^+nf_+-C_n^+n_1f_0,\qquad u_2=C_n^0nf_0-C_n^0n_2f_- .$$
Counting holes gives the same answer on each link. Write the first link balance as
$$(C_n^+n+C_p^0p_1)f_+=(C_p^0p+C_n^+n_1)f_0$$
and move the electron terms to the left and the hole terms to the right:
$$C_n^+nf_+-C_n^+n_1f_0=C_p^0pf_0-C_p^0p_1f_+ .$$
The left side is $u_1$ and the right side is the net hole capture on that link. For the second link,
$$(C_n^0n+C_p^-p_2)f_0=(C_p^-p+C_n^0n_2)f_-$$
becomes
$$C_n^0nf_0-C_n^0n_2f_-=C_p^-pf_--C_p^-p_2f_0 ,$$
with $u_2$ on the left. During a transient the defects can store charge, and the electron and hole rates may then differ. In the steady state they agree.

**Q:** Now eliminate the populations. I want to see the terms that cancel.

**A:** For the first link, put $f_+=r_+f_0$:
$$u_1=C_n^+f_0(nr_+-n_1).$$
Bring the bracket over the denominator $D_1$:
$$u_1=\frac{C_n^+f_0}{D_1}\left[C_p^0np+C_n^+nn_1-C_n^+nn_1-C_p^0n_1p_1\right].$$
The second and third terms belong to the same round trip: the neutral defect emits an electron, and the positive defect then captures one. The second term counts the capture, the third subtracts the emission, and they cancel. With $n_1p_1=n_i^2$,
$$u_1=f_0\frac{C_n^+C_p^0(np-n_i^2)}{D_1}.$$
For the second link, $f_-=r_-f_0$ gives
$$u_2=C_n^0f_0(n-n_2r_-),$$
$$u_2=\frac{C_n^0f_0}{D_2}\left[C_p^-np+C_n^0nn_2-C_n^0nn_2-C_p^-n_2p_2\right],$$
$$u_2=f_0\frac{C_n^0C_p^-(np-n_i^2)}{D_2}.$$
The total rate per unit volume is $R=N(u_1+u_2)$. Written out, it is the Sah-Shockley rate for three charge states:
$$R=\frac{N(np-n_i^2)}{1+r_++r_-}
\left[\frac{C_n^+C_p^0}{C_n^+n+C_p^0p_1}+\frac{C_n^0C_p^-}{C_p^-p+C_n^0n_2}\right].$$

**Q:** Does it pass the obvious checks?

**A:** At $np=n_i^2$ both cycles stop, as equilibrium requires. For $np>n_i^2$ both recombine, and for $np<n_i^2$ both generate carriers. One cycle cannot run backwards while the other runs forwards, because every other factor is positive.

The two-state result must return when one state is out of reach. Raise $E_2$ far above the conduction band edge as a formal limit. Then $n_2\to\infty$ and $p_2\to0$, so that $D_2\to\infty$, $r_-\to0$ and $u_2\to0$. What remains is
$$R=N\frac{C_n^+C_p^0(np-n_i^2)}{D_1(1+r_+)} .$$
The denominator is
$$D_1(1+r_+)=C_n^+(n+n_1)+C_p^0(p+p_1).$$
Dividing numerator and denominator by $C_n^+C_p^0$ gives the Shockley-Read-Hall rate
$$R=\frac{N(np-n_i^2)}{(n+n_1)/C_p^0+(p+p_1)/C_n^+}.$$

**Q:** And if the second electron is bound more strongly than the first, so that $E_2<E_1$?

**A:** The derivation never used the order of the levels. The order does affect the populations. Multiplying the equilibrium ratios $f_0/f_+$ and $f_0/f_-$ gives
$$\frac{f_0^2}{f_+f_-}=\frac{g_0^2}{g_+g_-}e^{(E_2-E_1)/kT}.$$
If $E_2$ lies many $kT$ below $E_1$, the neutral state is scarce in equilibrium. The rate formula remains valid as long as one-carrier transitions are the ones that occur.

The formula was tested against a direct solution of the three population equations for randomly chosen coefficients, densities and levels, with the levels drawn independently of each other. The emission rates in that solution came from equilibrium populations at arbitrary Fermi levels, not from $n_1$, $p_1$, $n_2$ and $p_2$. The equilibrium and two-state limits were tested as well.

**Q:** Then return to my first question. How wrong is it to add two Shockley-Read-Hall rates?

**A:** The formula answers this directly. Let $u_1^{iso}$ be the rate of the first cycle if the negative state did not exist. It has the same numerator and $D_1$, but its neutral fraction is $1/(1+r_+)$. In the full problem $f_0(1+r_+)=f_0+f_+=1-f_-$, so $f_0=(1-f_-)/(1+r_+)$. Hence
$$u_1=(1-f_-)u_1^{iso},\qquad u_2=(1-f_+)u_2^{iso}.$$
The second relation follows in the same way from $f_0(1+r_-)=1-f_+$. For $np>n_i^2$ the sum of two isolated rates is therefore too large. The error is small if the defect spends little time in either charged state, and it can be large otherwise.

## Second half: what the slowest capture does and does not limit

**Q:** Before we argue about slow steps, remind me of the symbols.

**A:** The capture rates per defect are $a_+=C_n^+n$ and $a_0=C_p^0p$ in the cycle between $+$ and $0$, and $b_0=C_n^0n$ and $b_-=C_p^-p$ in the cycle between $0$ and $-$. The emission rates are $C_n^+n_1$ from $0$ to $+$, $C_p^0p_1$ from $+$ to $0$, $C_n^0n_2$ from $-$ to $0$, and $C_p^-p_2$ from $0$ to $-$. The fractions $f_+$, $f_0$, $f_-$ add to one, with $f_+=r_+f_0$ and $f_-=r_-f_0$. The total rate is $R=N(u_1+u_2)$, and the net rate of each cycle can be counted with electrons or with holes:
$$u_1=a_+f_+-C_n^+n_1f_0=a_0f_0-C_p^0p_1f_+,$$
$$u_2=b_0f_0-C_n^0n_2f_-=b_-f_--C_p^-p_2f_0 .$$

**Q:** Each cycle has two captures in series. The slower one must set the pace, so the total should be the sum of the two slower rates. Is that right?

**A:** As an upper bound it is right. As an estimate it needs a condition. Start with the bound. The emission terms subtracted above are not negative, so the two expressions for $u_1$ give
$$u_1\le a_+f_+,\qquad u_1\le a_0f_0 .$$
Divide the first by $a_+$, the second by $a_0$, and add:
$$u_1\left(\frac1{a_+}+\frac1{a_0}\right)\le f_++f_0\le1 .$$
Therefore
$$u_1\le\frac{a_+a_0}{a_++a_0}\le\min(a_+,a_0).$$
The last step holds because the fraction equals the smaller rate divided by one plus the ratio of smaller to larger. The same argument for the second cycle gives $u_2\le b_0b_-/(b_0+b_-)\le\min(b_0,b_-)$, and so
$$R\le N\left[\min(a_+,a_0)+\min(b_0,b_-)\right].$$
Emission is included. For $np<n_i^2$ the inequality is still true but says nothing useful, because $R$ is then negative and its magnitude is not bounded by it. From here on $np>n_i^2$.

**Q:** What stops the total from reaching the bound?

We have derived the steady-state recombination rate for a defect with three charge states and shown that the sum of the slower captures in the two cycles bounds it from above. It remains to see what keeps the rate below this bound, and when a slow capture really limits the total.
